# Powder line shape of an anisotropic chemical shift and its conventions

## The problem

A powder contains one kind of spin-½ nucleus in a strong static field. Its spectrum starts abruptly at 90 ppm, ends abruptly at 240 ppm and has a sharp peak at 180 ppm. These are round model values.

1. Find the normalized line shape $I(x)$, the fraction of intensity per unit shift $x$.
2. Find the heights of the two edges, the law of the peak, and two fractions of the intensity: that within 1 ppm of the peak on either side, and that at all shifts above the peak.
3. Express the tensor in the Mehring, span-skew and Haeberlen conventions.

Each crystallite has the same shift tensor, all orientations are equally likely, and nothing moves. Line broadening and other couplings are left out. The principal shifts are ordered $\delta_{11}\ge\delta_{22}\ge\delta_{33}$, which is the Mehring convention. In the algebra they are written $a\ge b\ge c$. Further definitions are

$$\delta_{\rm iso}=\frac{a+b+c}{3},\qquad \Omega=a-c,\qquad \kappa=\frac{3(b-\delta_{\rm iso})}{\Omega},$$

where $\Omega$ is the span and $\kappa$ the skew.

## First estimate by scaling

The intensity is spread over a range $\Omega=150$ ppm, so a typical density is $1/\Omega=0.0067$ per ppm. A uniform distribution over this range would have a root-mean-square width $\Omega/\sqrt{12}=43$ ppm.

The special features come from directions in which the shift is stationary, namely the principal axes. At a small angle $r$ from axis 1 the shift has fallen by about $\Omega r^2$, while the area of the cap on the unit sphere is about $r^2$. The area per unit shift is therefore about $1/\Omega$, independent of $r$. The density stays finite up to the largest shift and then drops to zero: an edge. The same holds at axis 3.

Axis 2 is different. The shift rises towards axis 1 and falls towards axis 3, so axis 2 is a saddle. A ring between $r$ and $er$ has area of order $r^2$ and covers shifts on both sides of $b$ out to about $\Omega r^2$. It adds about $1/\Omega$ to the density at every shift within that distance. At a distance $h$ from the peak, all rings from $r\approx\sqrt{h/\Omega}$ to $r\approx1$ contribute, and there are $\ln\sqrt{\Omega/h}$ of them. Hence

$$I\sim\frac{1}{2\Omega}\ln\frac{\Omega}{h}.$$

For $h=1$ ppm this is $5.01/300=0.017$ per ppm. Factors of order one have been set to one.

## Exact solution

### The shift of one crystallite

Let $\mathbf n$ be the field direction in the principal-axis frame and $\sigma$ the shielding tensor. The nucleus feels the field $B_0(\mathbf n-\sigma\mathbf n)$, and its frequency is proportional to the magnitude. With $s=\mathbf n\cdot\sigma\mathbf n$,

$$|\mathbf n-\sigma\mathbf n|=\sqrt{1-2s+|\sigma\mathbf n|^2}
=1-s+\tfrac12\left(|\sigma\mathbf n|^2-s^2\right)+O(\sigma^3).$$

The bracket is the squared part of $\sigma\mathbf n$ transverse to the field. To first order only $s$ remains. An antisymmetric part of $\sigma$ gives nothing in $s$, because $\mathbf n\cdot A\mathbf n=0$ for antisymmetric $A$.

Relative to a reference with isotropic shielding $\sigma_{\rm ref}$, the shift is

$$\frac{1-s}{1-\sigma_{\rm ref}}-1=\frac{\sigma_{\rm ref}-s}{1-\sigma_{\rm ref}}
=a n_1^2+b n_2^2+c n_3^2 ,$$

where each principal shift is $\delta_{ii}=(\sigma_{\rm ref}-\sigma_{ii})/(1-\sigma_{\rm ref})$, and $\sigma_{ii}$ belongs to the symmetric part of $\sigma$. With a model reference of 200 ppm and antisymmetric elements of 50 ppm, the largest error of this first-order shift among the sampled directions is 0.010 ppm. This is negligible against the span and the 1 ppm window. Values given below for narrower windows refer to the first-order shift.

### Average over the azimuth

Take axis 3 as polar axis and set $u=n_3=\cos\theta$. The element of solid angle is $du\,d\varphi$, so $u$ and $\varphi$ are uniformly distributed. The shift is even in $u$, and $0\le u\le1$ suffices. At fixed $u$,

$$x=cu^2+(1-u^2)(a\cos^2\varphi+b\sin^2\varphi)
=\frac{U+L}{2}+\frac{U-L}{2}\cos2\varphi,$$

$$U=a-(a-c)u^2,\qquad L=b-(b-c)u^2 .$$

The angle $\psi=2\varphi$ is uniform modulo $2\pi$. Each $x$ between $L$ and $U$ is reached at two values of $\psi$, and there

$$\left|\frac{dx}{d\psi}\right|=\frac{U-L}{2}|\sin\psi|=\sqrt{(x-L)(U-x)} .$$

The density at fixed $u$ is thus $2/(2\pi)$ divided by this root. Averaging over $u$ gives

$$I(x)=\frac1\pi\int\frac{du}{\sqrt{(x-L)(U-x)}},$$

over those $u$ in $[0,1]$ for which $L<x<U$.

### Average over the polar angle

Let $b<x<a$. Then $x>L$ for every $u$, while $x<U$ requires $u<u_1$ with $u_1^2=(a-x)/(a-c)$. Substitute $u=u_1\cos t$. Then

$$U-x=(a-x)-(a-c)u_1^2\cos^2t=(a-x)\sin^2t,$$

and $|du|=u_1\sin t\,dt$. Since $u_1/\sqrt{a-x}=1/\sqrt{a-c}$, the factors $\sin t$ cancel:

$$I=\frac{1}{\pi\sqrt{a-c}}\int_0^{\pi/2}\frac{dt}{\sqrt{x-b+(b-c)u_1^2\cos^2t}} .$$

Write $\cos^2t=1-\sin^2t$. The constant under the root is

$$x-b+\frac{(b-c)(a-x)}{a-c}
=\frac{(x-b)(a-c)+(b-c)(a-x)}{a-c}=\frac{(a-b)(x-c)}{a-c}.$$

In the last numerator the terms in $x$ add to $(a-b)x$, and the others to $-ab+bc+ab-ac=-c(a-b)$. Taking this constant out of the root leaves the complete elliptic integral

$$K(m)=\int_0^{\pi/2}\frac{dt}{\sqrt{1-m\sin^2t}} ,$$

and the result is

$$I(x)=\frac{K(m)}{\pi\sqrt{(a-b)(x-c)}},\qquad
m=\frac{(b-c)(a-x)}{(a-b)(x-c)},\qquad b<x<a .$$

For $c<x<b$, reverse the shift axis. The ordered principal values become $-c\ge-b\ge-a$, so the formula applies with $a\to-c$, $b\to-b$, $c\to-a$, $x\to-x$. This exchanges $a-b$ with $b-c$ and $x-c$ with $a-x$:

$$I(x)=\frac{K(1/m)}{\pi\sqrt{(b-c)(a-x)}},\qquad c<x<b .$$

Outside $[c,a]$ the density is zero. As an example, at $x=190$ ppm one has $m=90\cdot50/(60\cdot100)=0.75$ and $I=0.00886$ per ppm. A direct count of directions in ten equal shift intervals, for this tensor and three others, differs from the integrated formula by at most $4.1\times10^{-5}$ of the total intensity in any interval.

### The edges

To use span and skew, note that $b=\delta_{\rm iso}+\kappa\Omega/3$, so $a+c=3\delta_{\rm iso}-b=2\delta_{\rm iso}-\kappa\Omega/3$. Together with $a-c=\Omega$ this gives

$$a=\delta_{\rm iso}+\frac{\Omega(3-\kappa)}6,\qquad
c=\delta_{\rm iso}-\frac{\Omega(3+\kappa)}6,$$

$$a-b=\frac{\Omega(1-\kappa)}2,\qquad b-c=\frac{\Omega(1+\kappa)}2 .$$

At $x=a$, $m=0$ and $K(0)=\pi/2$. At $x=c$, $1/m=0$. The edge heights are

$$I(a)=\frac{1}{2\sqrt{(a-b)(a-c)}}=\frac{1}{\Omega\sqrt{2(1-\kappa)}},\qquad
I(c)=\frac{1}{2\sqrt{(b-c)(a-c)}}=\frac1{\Omega\sqrt{2(1+\kappa)}} .$$

Here $I(a)=1/(2\sqrt{60\cdot150})=0.00527$ and $I(c)=1/(2\sqrt{90\cdot150})=0.00430$ per ppm. The edge nearer to the peak is the higher one, by the factor $\sqrt{(1+|\kappa|)/(1-|\kappa|)}$, here $\sqrt{90/60}=1.22$.

### The logarithmic peak

As $x\to b$ from above, $m\to1$. Let $p=1-m$ and $t=\pi/2-s$. Then

$$K=\int_0^{\pi/2}\frac{ds}{\sqrt{\sin^2s+p\cos^2s}} .$$

Split the range at $s_0$ with $\sqrt p\ll s_0\ll1$. Below $s_0$ the root is nearly $\sqrt{s^2+p}$, and the integral is $\operatorname{arsinh}(s_0/\sqrt p)\approx\ln(2s_0/\sqrt p)$. Above $s_0$ the term in $p$ is negligible, and $\int_{s_0}^{\pi/2}ds/\sin s=-\ln\tan(s_0/2)\approx\ln(2/s_0)$. In the sum $s_0$ cancels:

$$K\approx\ln\frac4{\sqrt p}=\frac12\ln\frac{16}{p}.$$

From the definition of $m$,

$$p=\frac{(a-b)(x-c)-(b-c)(a-x)}{(a-b)(x-c)}=\frac{(a-c)(x-b)}{(a-b)(x-c)} .$$

Near the peak $x-c$ may be replaced by $b-c$, except in the small difference $x-b$. With $(a-b)(b-c)=\Omega^2(1-\kappa^2)/4$ this gives

$$I(x)\approx C\ln\frac{A}{|x-b|},\qquad C=\frac1{\pi\Omega\sqrt{1-\kappa^2}},\qquad A=4\Omega(1-\kappa^2).$$

The lower side has the same $C$ and $A$, because reversal merely exchanges $a-b$ and $b-c$. The law requires $|x-b|$ to be small compared with both of these distances.

The skew is $\kappa=3(180-170)/150=0.2$, so $C=0.002166$ per ppm and $A=600\cdot0.96=576$ ppm. At 1 ppm from the peak the law gives 0.01377 per ppm; the full formula gives 0.01375 below and 0.01378 above.

The peak is infinitely high but holds finite intensity. Since $\int_0^h\ln(A/y)\,dy=h[\ln(A/h)+1]$, the fraction within $\pm h$ is

$$2hC\left[\ln\frac Ah+1\right].$$

For $h=1$ ppm it is $2\cdot0.002166\cdot(6.356+1)=0.0319$, so 3.2 % of the intensity lies in this window. A uniform distribution would put $2/150$, or 1.3 %, there.

### What the saddle does

Since $n_1^2+n_2^2+n_3^2=1$, the shift measured from the peak is

$$x-b=(a-b)n_1^2-(b-c)n_3^2 .$$

It vanishes on two planes that contain axis 2. They cut the sphere in two great circles that cross at the poles of axis 2. Let $\alpha$ be the azimuth about axis 2, measured from axis 1. Then $x>b$ when $|\tan\alpha|<\tan\alpha_0=\sqrt{(a-b)/(b-c)}$, which holds in two opposite sectors, each of width $2\alpha_0$. The fraction of the sphere is $4\alpha_0/2\pi$. Because $\tan\alpha_0=\sqrt{(1-\kappa)/(1+\kappa)}=\tan(\tfrac12\arccos\kappa)$,

$$\text{fraction above the peak}=\frac{\arccos\kappa}{\pi}=0.436 .$$

The remaining 0.564 lies below it.

To see that the logarithm comes from the crossing points, remove all directions within an angle $\theta_0$ of axis 2, at both poles. With $v=|n_2|$, the shift is $x-b=(1-v^2)g(\alpha)$, where $g=(a-b)\cos^2\alpha-(b-c)\sin^2\alpha$. The function $g$ has four zeros in a full turn. There $\sin^2\alpha=(a-b)/(a-c)$ and $\cos^2\alpha=(b-c)/(a-c)$, so

$$|g'|=2(a-c)|\sin\alpha\cos\alpha|=2\sqrt{(a-b)(b-c)} .$$

The density left at $x=b$ is

$$\int_0^{\cos\theta_0}\frac{dv}{1-v^2}\;\frac{4}{2\pi|g'|}
=\frac{\operatorname{artanh}(\cos\theta_0)}{\pi\sqrt{(a-b)(b-c)}}=2C\ln\cot\frac{\theta_0}2 .$$

This is finite for any $\theta_0>0$ and diverges as $\theta_0\to0$. For $\theta_0=10^\circ$ it is 0.01055 per ppm. The mean density within 0.1 ppm and within 0.01 ppm of the peak has this same value once the cones are removed. With all directions kept, it grows from 0.0209 to 0.0259 per ppm, a rise of $C\ln10$.

### Axial tensors

If $b=c$, then $m=0$ for all $x$ inside the line, and

$$I(x)=\frac1{2\sqrt{\Omega(x-c)}},\qquad c<x<a .$$

The peak has merged with the lower edge into an inverse square root, which is stronger than a logarithm and still integrable. The reason is that the shift is now stationary on the whole circle perpendicular to axis 1. If $a=b$, the mirror image $I=1/[2\sqrt{\Omega(a-x)}]$ holds. If all three values are equal, the spectrum is a single line.

### The Haeberlen convention

Haeberlen's labels follow the distance from the mean:

$$|\delta_{zz}-\delta_{\rm iso}|\ge|\delta_{xx}-\delta_{\rm iso}|\ge|\delta_{yy}-\delta_{\rm iso}|,\qquad
\zeta=\delta_{zz}-\delta_{\rm iso},\qquad \eta=\frac{\delta_{yy}-\delta_{xx}}{\zeta}.$$

The three deviations from the mean add to zero. If the middle one is positive, the lowest must balance both others and is the largest in magnitude. If it is negative, the highest is. In both cases the middle value has the smallest deviation, so $\delta_{yy}=\delta_{22}$. For $\kappa>0$, $\delta_{zz}=\delta_{33}$ and $\zeta<0$; for $\kappa<0$, $\delta_{zz}=\delta_{11}$ and $\zeta>0$.

The deviations of $xx$ and $yy$ have sum $-\zeta$ and difference $\delta_{yy}-\delta_{xx}=\eta\zeta$. Hence

$$\delta_{xx}=\delta_{\rm iso}-\frac{\zeta(1+\eta)}2,\qquad
\delta_{yy}=\delta_{\rm iso}-\frac{\zeta(1-\eta)}2 .$$

The span is $|\delta_{zz}-\delta_{xx}|$, and the skew follows from $\delta_{yy}$:

$$\Omega=\frac{|\zeta|(3+\eta)}2,\qquad
\kappa=\frac{-3\zeta(1-\eta)/2}{|\zeta|(3+\eta)/2}=-\operatorname{sgn}(\zeta)\,\frac{3(1-\eta)}{3+\eta}.$$

To invert, solve $|\kappa|(3+\eta)=3-3\eta$ for $\eta$. Then $3+\eta=12/(3+|\kappa|)$, and

$$\eta=\frac{3(1-|\kappa|)}{3+|\kappa|},\qquad
\zeta=-\operatorname{sgn}(\kappa)\,\frac{\Omega(3+|\kappa|)}6 .$$

For the spectrum of the problem:

- Mehring: $\delta_{11},\delta_{22},\delta_{33}=240,\,180,\,90$ ppm.
- Span and skew: $\delta_{\rm iso}=170$ ppm, $\Omega=150$ ppm, $\kappa=0.2$.
- Haeberlen: $\eta=3\cdot0.8/3.2=0.75$ and $\zeta=-150\cdot3.2/6=-80$ ppm.

The deviations 70, 10 and $-80$ ppm confirm the last line. A related quantity is the anisotropy $\Delta=\delta_{zz}-(\delta_{xx}+\delta_{yy})/2$. Since $\delta_{xx}+\delta_{yy}=2\delta_{\rm iso}-\zeta$, this is $3\zeta/2=-120$ ppm. One must know which of the two quantities is meant.

At $\kappa=0$ two deviations are equally large and the sign of $\zeta$ is arbitrary. If the middle value moves from 164 to 166 ppm with the edges fixed, $\zeta$ jumps from $+75.3$ to $-75.3$ ppm, while $\kappa$ changes only from $-0.013$ to $0.013$. The jump belongs to the labels, not to the spectrum.

For shieldings, differences reverse sign and are scaled by $1-\sigma_{\rm ref}$. Thus $\zeta_\sigma=-(1-\sigma_{\rm ref})\zeta=79.98$ ppm with the 200 ppm reference, and $\eta$ is unchanged. With the order $\sigma_{11}\le\sigma_{22}\le\sigma_{33}$ and $\kappa=3(\sigma_{\rm iso}-\sigma_{22})/(\sigma_{33}-\sigma_{11})$, the skew is unchanged too.

## Comparison of estimate and solution

For the width, let $D_i$ be the deviations of the principal shifts from the mean. On the sphere $\langle n_i^4\rangle=\int_0^1u^4du=1/5$. Squaring $\sum n_i^2=1$ gives $3/5+6\langle n_1^2n_2^2\rangle=1$, so $\langle n_1^2n_2^2\rangle=1/15$. Since $\sum D_i=0$, $\sum_{i\ne j}D_iD_j=-\sum D_i^2$, and the variance is

$$\left(\frac15-\frac1{15}\right)\sum_iD_i^2=\frac2{15}\sum_iD_i^2=\frac{\Omega^2(3+\kappa^2)}{45}.$$

The last form uses the deviations $\Omega(3-\kappa)/6$, $\Omega\kappa/3$ and $-\Omega(3+\kappa)/6$, whose squares add to $\Omega^2(18+6\kappa^2)/36=\Omega^2(3+\kappa^2)/6$. Here the variance is $2(4900+100+6400)/15=1520$ ppm², a root-mean-square width of 39.0 ppm. The uniform estimate of 43 ppm is 11 % too large.

The estimated edge height of 0.0067 per ppm compares with 0.0053 and 0.0043. For this tensor scaling gives the finite step and its order of magnitude, but not the difference between the edges, which depends on $\kappa$. As $|\kappa|\to1$ the edge nearer to the peak grows without limit, and the estimate fails there.

At 1 ppm from the peak the estimate is 0.017 and the solution 0.0138 per ppm. This agreement is partly a cancellation: the estimated prefactor $1/(2\Omega)=0.0033$ exceeds $C=0.0022$, while the estimated logarithm, $\ln150=5.0$, falls short of $\ln576=6.4$. The estimate fails as $|\kappa|\to1$, where $C$ grows without limit and the logarithm gives way to the inverse square root.

In a measured spectrum, broadening rounds the edges and makes the peak finite, so its height depends on the resolution. Preferred orientation changes the intensities, and molecular motion can change the tensor that is seen. The values in the numerical output hold for the static, unbroadened powder.

## Calculated quantities

```
d11, d22, d33 = 240.0, 180.0, 90.0 ppm
isotropic shift = 170.00 ppm
span = 150.00 ppm, skew = 0.2000
Haeberlen zeta = -80.00 ppm, eta = 0.7500
Haeberlen Delta = 3 zeta/2 = -120.00 ppm
I(100 ppm) = 0.004509 1/ppm
I(140 ppm) = 0.005818 1/ppm
I(170 ppm) = 0.008736 1/ppm
I(190 ppm) = 0.008862 1/ppm
I(230 ppm) = 0.005611 1/ppm
edge height at d11 = 0.005270 1/ppm
edge height at d33 = 0.004303 1/ppm
edge height ratio d11/d33 = 1.2247
log strength C = 0.002166 1/ppm
log scale 4 span (1-skew^2) = 576.00 ppm
I(179 ppm) = 0.013753 1/ppm
I(181 ppm) = 0.013780 1/ppm
log law 1 ppm from d22 = 0.013766 1/ppm
fraction within 1 ppm of d22, direct = 0.031864
fraction within 1 ppm of d22, log law = 0.031864
mean density within 0.1 ppm of d22, all directions = 0.020919 1/ppm
  same, 10 degree cones about axis 2 removed = 0.010553 1/ppm
mean density within 0.01 ppm of d22, all directions = 0.025906 1/ppm
  same, 10 degree cones about axis 2 removed = 0.010553 1/ppm
cone formula for the density left = 0.010553 1/ppm
fraction of intensity above d22 = 0.4359
fraction of intensity below d22 = 0.5641
integral of line shape = 1.0000000
variance = 1520.000 ppm^2
root-mean-square width = 38.987 ppm
largest bin error in direction count = 4.1e-05
d22 = 164 ppm: zeta = 75.333 ppm, eta = 0.9823
d22 = 166 ppm: zeta = -75.333 ppm, eta = 0.9823
skews for these = -0.0133, 0.0133
reference shielding = 200 ppm, antisymmetric part = 50 ppm
principal shieldings = -39.952, 20.036, 110.018 ppm
zeta of the shielding = 79.984 ppm
largest error of first-order shift = 0.01034 ppm
```
